# Margenau's Quasistatic van der Waals Profile and the Kuhn Wing Exponent: a program that tests the result

```python
"""Quasistatic line profile for perturbers that each shift a line by -C/R^p.

Result under test: for independent uniform perturbers of density n, the red
detuning s = -(omega - omega0) > 0 has, for p = 6, the Levy density
  P(s) = (2 pi/3) n sqrt(C) s^(-3/2) exp(-4 pi^3 n^2 C / (9 s)),
and for every p > 3 the wing (4 pi n/p) C^(3/p) s^(-1-3/p).
Symbols: C shift coefficient, R distance, n density, v perturber speed,
levy_scale = 8 pi^3 n^2 C / 9. Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, erfcinv, gamma

C = 1000.0        # eV angstrom^6
n = 0.001         # angstrom^-3
v = 3.0           # angstrom / ps
hbar = constants.hbar / constants.e * 1e12   # eV ps
hartree = constants.value("Hartree energy in eV")
levy_scale = 8 * np.pi**3 * n**2 * C / 9


def exponent_coefficient(p, density, strength):
    a = 3 / p
    return 4 * np.pi * density / 3 * gamma(1 - a) * strength**a


def levy(s):
    return (2 * np.pi / 3 * n * np.sqrt(C) * s**-1.5
            * np.exp(-4 * np.pi**3 * n**2 * C / (9 * s)))


def wing(s, p=6, density=n, strength=C):
    return 4 * np.pi * density / p * strength**(3 / p) * s**(-1 - 3 / p)


def nearest(s):
    return wing(s) * np.exp(-4 * np.pi * n / 3 * np.sqrt(C / s))


def contour_density(s, p, density=n, strength=C):
    """Inverse Laplace transform of exp(-A k^a), folded on the cut."""
    a = 3 / p
    A = exponent_coefficient(p, density, strength)

    def f(y):
        z = A * (y / s)**a
        return (np.exp(-y - z * np.cos(np.pi * a))
                * np.sin(z * np.sin(np.pi * a)))
    total = sum(quad(f, lo, hi, epsabs=0, epsrel=1e-9, limit=400)[0]
                for lo, hi in ((0, 1), (1, 10), (10, 60)))
    return total / (np.pi * s)


# Exponent of the Laplace transform, from its defining volume integral
def volume_integrand(R, p):
    return -np.expm1(-1 / R**p) * 4 * np.pi * R**2


for p in (4, 6, 8, 12):
    direct = (quad(volume_integrand, 0, 1, args=(p,), limit=200)[0]
              + quad(volume_integrand, 1, np.inf, args=(p,), limit=200)[0])
    assert abs(direct / exponent_coefficient(p, 1.0, 1.0) - 1) < 1e-6

# At p = 3 distant shells keep adding a logarithm
shells = quad(volume_integrand, 1e2, 1e4, args=(3,), limit=400)[0]
assert abs(shells / (4 * np.pi * np.log(100)) - 1) < 1e-5


# Real-axis Fourier inversion, detuning in units of levy_scale
def fourier_density(x):
    def f(u):
        return 2 * u * np.exp(1j * x * u * u - np.sqrt(2j) * u).real
    return quad(f, 0, 40, epsabs=1e-10, epsrel=1e-9, limit=3000)[0] / np.pi


for x in (0.2, 1 / 3, 1.0, 3.0):
    assert abs(fourier_density(x) - levy_scale * levy(x * levy_scale)) < 1e-6
blue_value = fourier_density(-1.0)
assert abs(blue_value) < 1e-6

# Peak located on the contour integral, not on the closed form
peak_numeric = minimize_scalar(lambda s: -contour_density(s, 6),
                               bounds=(0.1 * levy_scale, levy_scale),
                               method="bounded",
                               options={"xatol": 1e-9}).x
peak = levy_scale / 3
assert abs(peak_numeric / peak - 1) < 1e-3
half = levy(peak) / 2
left = brentq(lambda s: levy(s) - half, 0.05 * peak, peak)
right = brentq(lambda s: levy(s) - half, peak, 50 * peak)
median = levy_scale / (2 * erfcinv(0.5)**2)

# Random configurations: summed shifts and nearest-perturber shifts
rng = np.random.default_rng(7)
count, batches, batch = 300, 20, 2000
R_sphere = (3 * count / (4 * np.pi * n))**(1 / 3)
sums, largest = [], []
for _ in range(batches):
    # 1 - random() lies in (0, 1], so no distance is zero
    R = R_sphere * (1 - rng.random((batch, count)))**(1 / 3)
    shifts = C / R**6
    sums.append(shifts.sum(axis=1))
    largest.append(shifts.max(axis=1))
sums, largest = np.concatenate(sums), np.concatenate(largest)


def cdf_distance(sample, cdf):
    ordered = np.sort(sample)
    ranks = (np.arange(len(ordered)) + 0.5) / len(ordered)
    return np.max(np.abs(ranks - cdf(ordered)))


# Tolerance: sampling noise near 0.008 plus the finite sphere
gap_full = cdf_distance(sums, lambda s: erfc(np.sqrt(levy_scale / (2 * s))))
gap_near = cdf_distance(
    largest, lambda s: np.exp(-4 * np.pi * n / 3 * np.sqrt(C / s)))
gap_wrong = cdf_distance(
    sums, lambda s: np.exp(-4 * np.pi * n / 3 * np.sqrt(C / s)))
assert gap_full < 0.013 and gap_near < 0.013
assert gap_wrong > 0.05      # the nearest perturber alone misses the core
share = largest / sums
far_cut = 0.5
share_all, share_far = share.mean(), share[sums > far_cut].mean()
assert share_far > share_all + 0.1

# Wing exponent and prefactor for several interaction powers
slopes = {}
for p in (4, 6, 8, 12):
    s0 = 1e20
    d1 = contour_density(s0, p, 1.0, 1.0)
    d2 = contour_density(2 * s0, p, 1.0, 1.0)
    slopes[p] = np.log(d2 / d1) / np.log(2)
    assert abs(slopes[p] + 1 + 3 / p) < 1e-3
    assert abs(d1 / wing(s0, p, 1.0, 1.0) - 1) < 1e-3


# Spectrum of moving perturbers on straight paths, units C = v = hbar = 1
def flight_ratios(detunings):
    """Binary flight spectrum over the static wing; negative means blue."""
    edges = (0.3, 0.4, 0.55, 0.8, 1.3, 5.0)
    orders = (260, 110, 70, 60, 70)
    totals = np.zeros(len(detunings))
    for lo, hi, order in zip(edges[:-1], edges[1:], orders):
        nodes, weights = np.polynomial.legendre.leggauss(order)
        for node, weight in zip(nodes, weights):
            b = 0.5 * (hi + lo) + 0.5 * (hi - lo) * node
            dt = min(0.02, 2 * b**6)
            t = np.arange(-8, 8, dt)
            q = b * b + t * t
            phase = (t / (4 * b**2 * q**2) + 3 * t / (8 * b**4 * q)
                     + 3 * np.arctan(t / b) / (8 * b**5))
            source = np.exp(1j * phase) / q**3
            for i, s in enumerate(detunings):
                # integration by parts makes the time integral converge
                F = dt / s * np.sum(source * np.exp(-1j * s * t))
                totals[i] += 0.5 * (hi - lo) * weight * b * abs(F)**2
    for i, s in enumerate(detunings):
        if s > 0:   # closest flights: two separated resonant passages
            Rs = s**(-1 / 6)
            totals[i] += (2 * np.pi * Rs**2 / (3 * s)
                          * (Rs - np.sqrt(Rs**2 - edges[0]**2)))
    static = 2 * np.pi / 3 * np.abs(np.array(detunings))**-1.5
    return totals / static


flight_x = (3.0, 10.0, 30.0, -10.0)
ratios = flight_ratios(flight_x)
assert abs(ratios[0] - 1) < 0.15
assert abs(ratios[1] - 1) < 0.02
assert abs(ratios[2] - 1) < 0.01
assert ratios[3] < 0.02

speed_scale = (hbar * v)**1.2 / C**0.2
R_weisskopf = (C / (hbar * v))**0.2

print(f"shift coefficient C = {C:.0f} eV angstrom^6")
print(f"perturber density n = {n:.3f} angstrom^-3")
print(f"perturber speed v = {v:.1f} angstrom/ps")
print(f"Levy scale c = {levy_scale:.5f} eV")
print(f"peak red detuning = {peak:.5f} eV = {peak / hartree:.3e} hartree")
print(f"peak from contour integral = {peak_numeric:.5f} eV")
print(f"peak height = {levy(peak):.3f} eV^-1")
print(f"half-height points = {left:.5f} and {right:.5f} eV")
print(f"full width at half maximum = {right - left:.5f} eV")
print(f"median red detuning = {median:.5f} eV")
print(f"blue-side Fourier value at -c, times c = {blue_value:.1e}")
print("s (eV), R=(C/s)^(1/6) (angstrom), then in eV^-1:")
print("  full profile, wing law, nearest perturber; local slope")
for s in (0.01, 0.03, 0.1, 0.5, 1.0):
    full = contour_density(s, 6)
    assert abs(full / levy(s) - 1) < 1e-5
    slope = (np.log(contour_density(1.01 * s, 6)
                    / contour_density(s / 1.01, 6)) / (2 * np.log(1.01)))
    assert abs(slope - (-1.5 + levy_scale / (2 * s))) < 2e-3
    print(f"  {s:.2f} {(C / s)**(1 / 6):.2f} {full:.4f} {wing(s):.4f}"
          f" {nearest(s):.4f}; {slope:.3f}")
print(f"random configurations = {len(sums)}, perturbers each = {count}")
print(f"largest CDF gap, sum against Levy = {gap_full:.4f}")
print(f"largest CDF gap, nearest against its law = {gap_near:.4f}")
print(f"largest CDF gap, sum against nearest law = {gap_wrong:.3f}")
print(f"mean share of nearest perturber, all = {share_all:.3f}")
print(f"mean share for s > {far_cut:.1f} eV = {share_far:.3f}")
print("power p, computed wing slope, -(1+3/p):")
for p, slope in slopes.items():
    print(f"  {p} {slope:.4f} {-(1 + 3 / p):.4f}")
print("moving/static wing ratio at s/s_v (negative = blue):")
for x, ratio in zip(flight_x, ratios):
    text = f"{ratio:.3f}" if x > 0 else f"{ratio:.0e}"
    print(f"  {x:.0f} {text}")
print(f"speed scale s_v = {speed_scale:.2e} eV")
print(f"peak / s_v = {peak / speed_scale:.1f}")
print(f"Weisskopf radius R_W = {R_weisskopf:.2f} angstrom")
print(f"n R_W^3 = {n * R_weisskopf**3:.2f}")
print("done: every assertion held")
```

Printed output:

```
shift coefficient C = 1000 eV angstrom^6
perturber density n = 0.001 angstrom^-3
perturber speed v = 3.0 angstrom/ps
Levy scale c = 0.02756 eV
peak red detuning = 0.00919 eV = 3.376e-04 hartree
peak from contour integral = 0.00919 eV
peak height = 16.782 eV^-1
half-height points = 0.00401 and 0.02882 eV
full width at half maximum = 0.02481 eV
median red detuning = 0.06058 eV
blue-side Fourier value at -c, times c = -1.4e-12
s (eV), R=(C/s)^(1/6) (angstrom), then in eV^-1:
  full profile, wing law, nearest perturber; local slope
  0.01 6.81 16.6946 66.2306 17.6111; -0.122
  0.03 5.67 8.0516 12.7461 5.9326; -1.041
  0.10 4.64 1.8248 2.0944 1.3777; -1.362
  0.50 3.55 0.1822 0.1873 0.1553; -1.472
  1.00 3.16 0.0653 0.0662 0.0580; -1.486
random configurations = 40000, perturbers each = 300
largest CDF gap, sum against Levy = 0.0025
largest CDF gap, nearest against its law = 0.0032
largest CDF gap, sum against nearest law = 0.170
mean share of nearest perturber, all = 0.628
mean share for s > 0.5 eV = 0.912
power p, computed wing slope, -(1+3/p):
  4 -1.7500 -1.7500
  6 -1.5000 -1.5000
  8 -1.3750 -1.3750
  12 -1.2500 -1.2500
moving/static wing ratio at s/s_v (negative = blue):
  3 0.980
  10 0.996
  30 0.999
  -10 2e-05
speed scale s_v = 1.43e-04 eV
peak / s_v = 64.4
Weisskopf radius R_W = 13.83 angstrom
n R_W^3 = 2.65
done: every assertion held
```
